\section*{Kramers' Friction Correction to the Transition-State Rate of Atomic Hops}

Let an atom of mass $m$ move along one coordinate $q$ in a potential $U(q)$ at temperature $T$. The top of the barrier is at $q=0$, and the well it leaves lies on the left, with its minimum at $q_0<0$, where $U=0$. Near these two points
\begin{equation}
U\simeq \tfrac12 m\omega_0^2(q-q_0)^2 ,\qquad
U\simeq E-\tfrac12 m\omega_b^2q^2 ,
\end{equation}
so $E$ is the barrier height, and $\omega_0$ and $\omega_b$ are the angular frequencies of well and barrier. The other degrees of freedom of the crystal act on the atom through friction and noise:
\begin{equation}
\dot q=v,\qquad \dot v=-\frac{U'(q)}{m}-\gamma v+\xi(t),\qquad
\langle\xi(t)\xi(t')\rangle=2\gamma\theta\,\delta(t-t'),\qquad \theta=\frac{k_BT}{m}.
\end{equation}
The friction rate $\gamma$ is the decay rate of the velocity of a free particle. The noise strength is fixed by the requirement that the velocity variance in equilibrium be $\theta$. The friction has no memory, the motion is classical, and $E\gg k_BT$. The escape rate over the barrier will be shown to be
\begin{equation}
k=K\,k_{\rm TST},\qquad K=\sqrt{1+x^2}-x,\qquad x=\frac{\gamma}{2\omega_b},
\label{result}
\end{equation}
where $k_{\rm TST}$ is the transition-state rate, provided that friction is strong enough to keep the well in thermal equilibrium. That proviso is made quantitative below.

The probability density $P(q,v,t)$ obeys an equation that follows from the change of the mean of any smooth function $f(q,v)$. In a short time $dt$ the mean velocity change is $-(U'/m+\gamma v)\,dt$ and the mean squared change is $2\gamma\theta\,dt$, so that
\begin{equation}
\frac{d\langle f\rangle}{dt}=\Big\langle v f_q-\Big(\frac{U'}{m}+\gamma v\Big)f_v+\gamma\theta f_{vv}\Big\rangle .
\end{equation}
Writing the means as integrals over $P$ and moving the derivatives from $f$ to $P$ by partial integration gives the Klein--Kramers equation
\begin{equation}
\partial_tP=-v\,\partial_qP+\frac{U'}{m}\,\partial_vP+\gamma\,\partial_v\big(vP+\theta\,\partial_vP\big).
\label{kk}
\end{equation}
The density $P_{\rm eq}=Z^{-1}\exp(-v^2/2\theta-U/k_BT)$ is stationary. Its friction term vanishes because $\theta\partial_vP_{\rm eq}=-vP_{\rm eq}$, and the first two terms are $+vU'P_{\rm eq}/k_BT$ and $-vU'P_{\rm eq}/(m\theta)$, which cancel. We normalize it to one particle in the well:
\begin{equation}
Z=\sqrt{2\pi\theta}\int_{\rm well}e^{-U/k_BT}dq .
\end{equation}

Transition-state theory counts every crossing from left to right in equilibrium as an escape. Since $\int_0^\infty v\,e^{-v^2/2\theta}dv=\theta$,
\begin{equation}
k_{\rm TST}=\int_0^\infty vP_{\rm eq}(0,v)\,dv=\frac{\theta e^{-E/k_BT}}{Z}
=\sqrt{\frac{\theta}{2\pi}}\;\frac{e^{-E/k_BT}}{\int_{\rm well}e^{-U/k_BT}dq}.
\label{tst}
\end{equation}
For a harmonic well the remaining integral is $\sqrt{2\pi\theta}/\omega_0$, and
\begin{equation}
k_{\rm TST}\simeq\frac{\omega_0}{2\pi}\,e^{-E/k_BT}.
\end{equation}
Friction does not appear here. It enters because a particle that has crossed the top can be turned back by the noise, and such a crossing is not an escape.

To count net crossings we look for a stationary solution of (\ref{kk}) with a thermal population on the left and none on the right. Put $P=P_{\rm eq}\,\zeta(q,v)$, with $\zeta\to1$ as $q\to-\infty$ and $\zeta\to0$ as $q\to+\infty$, where infinity means many thermal lengths from the top. Near the top $U'/m=-\omega_b^2q$. The first two terms of (\ref{kk}) are first-order derivatives that annihilate $P_{\rm eq}$, so they act on $\zeta$ alone. In the friction term,
\begin{equation}
vP+\theta\,\partial_vP=\theta P_{\rm eq}\,\zeta_v,\qquad
\partial_v(\theta P_{\rm eq}\zeta_v)=P_{\rm eq}(\theta\zeta_{vv}-v\zeta_v).
\end{equation}
Dividing by $P_{\rm eq}$ leaves
\begin{equation}
-v\,\zeta_q-(\omega_b^2q+\gamma v)\,\zeta_v+\gamma\theta\,\zeta_{vv}=0 .
\end{equation}
All coefficients are linear in $q$ and $v$, which suggests a function of one linear combination, $\zeta=F(s)$ with $s=v-cq$. Then $\zeta_q=-cF'$ and $\zeta_v=F'$, so
\begin{equation}
\big[(c-\gamma)v-\omega_b^2q\big]F'+\gamma\theta F''=0 .
\end{equation}
This is an ordinary differential equation if the bracket is a multiple of $s$. The coefficient of $v$ fixes the multiple as $c-\gamma$, and the coefficient of $q$ then requires
\begin{equation}
c(c-\gamma)=\omega_b^2 .
\label{croot}
\end{equation}
Define $\lambda=c-\gamma$. Equation (\ref{croot}) becomes $\lambda(\lambda+\gamma)=\omega_b^2$, with roots $\lambda=-\gamma/2\pm\sqrt{\gamma^2/4+\omega_b^2}$. The equation for $F$ is
\begin{equation}
F''=-\frac{\lambda}{\gamma\theta}\,s\,F',\qquad F'\propto \exp\!\Big(-\frac{\lambda s^2}{2\gamma\theta}\Big).
\end{equation}
For the negative root $F'$ grows without bound and $\zeta$ cannot approach constants. We therefore take
\begin{equation}
\lambda=\sqrt{\omega_b^2+\frac{\gamma^2}{4}}-\frac{\gamma}{2}>0,\qquad c=\lambda+\gamma>0 .
\label{lambda}
\end{equation}
Far to the left $s\to+\infty$ and $F$ must be 1; far to the right $s\to-\infty$ and $F$ must be 0. Hence
\begin{equation}
F(s)=\sqrt{\frac{\lambda}{2\pi\gamma\theta}}\int_{-\infty}^{s}\exp\!\Big(-\frac{\lambda y^2}{2\gamma\theta}\Big)dy .
\label{F}
\end{equation}

The escape rate is the flux of this solution, since the well holds one particle. Integrating the stationary equation (\ref{kk}) over $v$ gives $\partial_q\int vP\,dv=0$, so the flux may be taken at any $q$; the top is simplest. There $s=v$, and with $v\,e^{-v^2/2\theta}=-\theta\,\partial_v e^{-v^2/2\theta}$ a partial integration gives
\begin{align}
k&=\frac{e^{-E/k_BT}}{Z}\int_{-\infty}^{\infty}v\,e^{-v^2/2\theta}F(v)\,dv
=\frac{\theta e^{-E/k_BT}}{Z}\int_{-\infty}^{\infty}e^{-v^2/2\theta}F'(v)\,dv .
\end{align}
The prefactor is $k_{\rm TST}$ from (\ref{tst}), so the last integral is $K$. It is Gaussian:
\begin{align}
K&=\sqrt{\frac{\lambda}{2\pi\gamma\theta}}\int_{-\infty}^{\infty}\exp\!\Big[-\frac{v^2}{2\theta}\,\frac{\gamma+\lambda}{\gamma}\Big]dv
=\sqrt{\frac{\lambda}{2\pi\gamma\theta}}\sqrt{\frac{2\pi\theta\gamma}{\gamma+\lambda}}
=\sqrt{\frac{\lambda}{\lambda+\gamma}} .
\end{align}
Multiplying numerator and denominator under the root by $\lambda$ and using $\lambda(\lambda+\gamma)=\omega_b^2$,
\begin{equation}
K=\frac{\lambda}{\omega_b}=\sqrt{1+x^2}-x ,
\end{equation}
which is (\ref{result}).

The rate $\lambda$ has a direct meaning. Consider $z=v+cq$ near the top. From the equations of motion and $\omega_b^2=\lambda c$,
\begin{equation}
\dot z=\omega_b^2q-\gamma v+\xi+cv=\lambda(v+cq)+\xi=\lambda z+\xi .
\end{equation}
Thus $\lambda$ is the growth rate of the unstable motion, and $K$ compares it with its frictionless value $\omega_b$. For a start at $q=0$ with velocity $v_0$,
\begin{equation}
z(t)e^{-\lambda t}\to v_0+\int_0^\infty e^{-\lambda t'}\xi(t')\,dt' ,
\end{equation}
and the noise integral has variance $2\gamma\theta/(2\lambda)=\gamma\theta/\lambda$. The particle ends on the right if this sum is positive, which has probability $F(v_0)$, the same function as in (\ref{F}). Since $F(-v)=1-F(v)$, folding the flux integral onto $v>0$ gives
\begin{equation}
K=\int_0^\infty\frac{v}{\theta}e^{-v^2/2\theta}\,[2F(v)-1]\,dv=2P_+-1 ,
\end{equation}
where $P_+$ is the probability that a forward crossing, drawn with its weight in the equilibrium flux, ends on the right. A fraction $(1-K)/2$ of such crossings ends on the wrong side.

The same picture shows how much of the barrier must be parabolic. At fixed $q$, average $\zeta$ over thermal velocities. This is the probability that $v-cq$ plus an independent Gaussian variable of variance $\gamma\theta/\lambda$ is positive. The total variance is $\theta(\lambda+\gamma)/\lambda=\theta c/\lambda$, so the averaged $\zeta$ falls from 1 to 0 as an error function whose standard deviation in $q$ is
\begin{equation}
\frac1c\sqrt{\frac{\theta c}{\lambda}}=\sqrt{\frac{\theta}{\lambda c}}=\frac{\sqrt\theta}{\omega_b},
\end{equation}
whatever the friction. Over this length the potential drops by $k_BT/2$. The parabola must hold down to a few $k_BT$ below the top, which is one reason why $E\gg k_BT$ is needed.

For weak damping of the barrier motion, $K=1-x+x^2/2+\dots$. For strong damping, $K=1/(\sqrt{1+x^2}+x)\to1/(2x)=\omega_b/\gamma$, and
\begin{equation}
k\to\frac{\omega_0\omega_b}{2\pi\gamma}\,e^{-E/k_BT}.
\label{strong}
\end{equation}
This limit can be found without velocities. When they relax quickly, the density $n(q)$ carries the current
\begin{equation}
J=-\frac{\theta}{\gamma}\Big(n'+\frac{U'}{k_BT}n\Big)=-\frac{\theta}{\gamma}\,e^{-U/k_BT}\frac{d}{dq}\big(n\,e^{U/k_BT}\big).
\end{equation}
Multiply by $e^{U/k_BT}$ and integrate at constant $J$ from the well, where $n\,e^{U/k_BT}=1/\int_{\rm well}e^{-U/k_BT}dq$, to the far side, where $n=0$:
\begin{equation}
J=\frac{\theta}{\gamma}\,\frac{1}{\int_{\rm well}e^{-U/k_BT}dq\;\int_{\rm top}e^{U/k_BT}dq}.
\label{smol}
\end{equation}
With the Gaussian values $\sqrt{2\pi\theta}/\omega_0$ and $e^{E/k_BT}\sqrt{2\pi\theta}/\omega_b$ this is (\ref{strong}).

At the other end, $K\to1$ as $\gamma\to0$, but the true rate does not approach $k_{\rm TST}$. Without friction and noise no particle gains the energy to escape, and the states near the barrier energy are emptied faster than they are refilled. The measure is the energy lost in one pass across a well at the barrier energy. To first order in $\gamma$ it is $\int\gamma mv\,dq=\gamma S$, with $S$ the frictionless action. For a row of equal sites with period $a$,
\begin{equation}
U=\frac E2\Big(1+\cos\frac{2\pi q}{a}\Big),\qquad \omega_0=\omega_b=\frac{2\pi}{a}\sqrt{\frac{E}{2m}},
\end{equation}
we have $E-U=E\sin^2(\pi q/a)$ and
\begin{equation}
S=\sqrt{2mE}\int_0^a\sin\frac{\pi q}{a}\,dq=\frac{2a}{\pi}\sqrt{2mE}=\frac{4E}{\omega_b},\qquad
\frac{\gamma S}{k_BT}=8x\,\frac{E}{k_BT}.
\end{equation}
The formula needs $8xE/k_BT\gg1$, in practice of order ten or more: at $E=6.4\,k_BT$ the full equation gives an escape rate about 15\% below the formula when this number is 5, and about 6.5\% below when it is 7.7. Because $E/k_BT$ is large, a modest $x$ can suffice.

In such a row the atom may also jump over several sites. Let $\Gamma_l$ be the rate of jumps by $l$ periods, with $\Gamma_{-l}=\Gamma_l$. Site populations varying as $e^{2\pi i\kappa n}$ decay at the rate
\begin{equation}
\Lambda(\kappa)=\sum_{l\neq0}\Gamma_l\,(1-\cos2\pi\kappa l),\qquad
D=\frac{a^2}{2}\sum_{l\ne0}l^2\Gamma_l .
\end{equation}
If single jumps dominate, $D=a^2\Gamma_1=a^2k$ and $\Lambda(1/2)=4\Gamma_1$. The slowest decay rate of the full equation (\ref{kk}) in the periodic potential thus gives the hop rate without assuming a parabolic barrier or an equilibrated well. The numerical output lists $\Lambda(1/2)/4k_{\rm TST}$, with the full well integral in $k_{\rm TST}$. At $x=1$ it is 0.4084 for $E=10k_BT$ and 0.4115 for $E=20k_BT$. Twice the second minus the first removes a correction linear in $k_BT/E$ and gives, from the unrounded values, 0.4145, against 0.4142 from the formula. For $x=0.5$, 1, 2 and 5 the extrapolated values were tested to agree with the formula within 1\%; the largest difference, at $x=5$, is about 0.15\%.

The size of the finite-barrier correction at large $x$ follows from (\ref{smol}). With $\varphi=2\pi q/a$, the top is $U=E-E(\varphi^2/4-\varphi^4/48+\dots)$. The Gaussian weight has variance $2k_BT/E$, so $\langle\varphi^4\rangle=12(k_BT/E)^2$, and the quartic term raises the barrier integral by the factor $1+k_BT/4E$. To this leading order in $k_BT/E$, the hop rate relative to $k_{\rm TST}$ is lowered by 2.5\% at $E=10k_BT$ and by 1.25\% at $20k_BT$. The computed values at $x=5$, 0.0964 and 0.0978 against 0.0990, lie lower by 2.7\% and 1.3\% when the unrounded values are used.

As an example take a light interstitial of mass 11 u, that of boron, at 1000\,$^\circ$C (1273 K), with $E=0.70$ eV, $a=0.27$ nm and $\gamma=20$ ps$^{-1}$. Then $k_BT=0.1097$ eV, $E/k_BT=6.38$ and $\omega_0=\omega_b=40.8$ rad/ps, an attempt frequency of 6.49 THz. It follows that
\begin{equation}
x=\frac{20.0}{2\times40.77}=0.2453,\qquad K=\sqrt{1+0.2453^2}-0.2453=0.784 .
\end{equation}
The harmonic transition-state rate is $6.49\times10^{12}\,e^{-6.38}=1.10\times10^{10}$ s$^{-1}$ in each direction, and friction lowers it to
\begin{equation}
k=0.784\times1.10\times10^{10}\ {\rm s^{-1}}=8.6\times10^{9}\ {\rm s^{-1}},\qquad
D=(2.7\times10^{-8}\,{\rm cm})^2k=6.3\times10^{-6}\ {\rm cm^2/s}.
\end{equation}
Langevin trajectories, 60\,000 of them, started at the top of the parabolic barrier with flux-weighted forward velocities, ended on the wrong side in 10.6\% of cases; the formula gives $(1-0.784)/2=10.8\%$. The resulting $K=0.787$ differs from 0.784 by little more than its standard error of 0.0025.

The first-order estimate of the loss per pass is $8\times0.245\times6.38=12.5$ in units of $k_BT$. This is more than the 6.38 an atom at the barrier top has to lose, so it cannot be the actual loss. Integrating the motion without noise, for an atom that starts almost at rest at the top, gives a loss of $5.4\,k_BT$ before it first turns back. An atom entering the well is therefore usually trapped there, and the well is well supplied. The full equation gives an escape rate in each direction, summed over all jump lengths, of 0.772 times the full-well $k_{\rm TST}$, 1.6\% below $K$. Double jumps occur at 1.4\% of the rate of single ones. Since they count fourfold in $D$, the diffusion factor is 0.804, slightly above $K$ (the printed 0.803 is taken at Bloch number 0.02, which lowers it by about 0.1\%). The full-well $k_{\rm TST}$ is itself 0.952 of the harmonic one, so $D$ is $0.804\times0.952\approx0.765$ of its harmonic transition-state value, and the simple estimate with 0.784 is about 2.5\% too high. Enlarging the basis of the calculation changed the hop rate by less than one part in $10^{10}$. With $E/k_BT$ held fixed and $x$ reduced to 0.02, the first-order loss per pass is $1.0\,k_BT$. The formula then gives 0.98, while the full equation gives a little under 0.4, with roughly 0.4 double jumps per single jump: an atom that gets over one barrier often keeps enough energy for the next. (The program samples eight Bloch numbers, so its printed ratio of 0.43 also contains some longer jumps, such as those by six periods, and is somewhat too high.)

The parameters are rough choices in the regime of mobile interstitial boron in silicon during an anneal, not computed properties of that defect. The period is somewhat longer than a silicon bond, and the friction rate is the least certain entry. From $dK/dx=-K/\sqrt{1+x^2}$, a small relative error in $\gamma$ enters $K$ multiplied by $-x/\sqrt{1+x^2}=-0.24$. The value of $D$ is for a straight row of sites; in a three-dimensional crystal the directions and the number of possible jumps change it by a geometric factor. It belongs to the mobile species; if the rest of the boron is immobile, the dopant as a whole diffuses more slowly by the mobile fraction.

In a crystal the assumption of memoryless friction is doubtful, because the lattice responds no faster than its phonons. Let the friction force per mass be $-(\gamma/\tau)\int_{-\infty}^t e^{-(t-t')/\tau}v(t')\,dt'$. Inserting $q\propto e^{rt}$ replaces $\gamma$ by $\gamma/(1+r\tau)$, and the growth rate obeys
\begin{equation}
r^2+\frac{\gamma r}{1+r\tau}=\omega_b^2 .
\end{equation}
For a rough phonon cutoff of 15 THz, $\tau=1/(2\pi\times15\ {\rm THz})=10.6$ fs, and $r/\omega_b=0.836$. This ratio is again $K$. To see it, let $b$ be the sum of friction and noise force per mass. It obeys $\dot b=-(b+\gamma v)/\tau+\eta$, with white noise $\eta$ of strength $2\gamma\theta/\tau^2$, and in equilibrium it is independent of $v$ with variance $\gamma\theta/\tau$. With $\beta=\tau/(1+r\tau)$, the combination $z=v+(\omega_b^2/r)q+\beta b$ obeys $\dot z=rz+\beta\eta$. For a start at $q=0$, the initial $b$ and the later noise add to $v_0$ a Gaussian variable of variance $\beta^2(\gamma\theta/\tau+\gamma\theta/r\tau^2)=\gamma'\theta/r$, where $\gamma'=\gamma/(1+r\tau)$. This is the earlier variance with $\gamma'$ and $r$ in place of $\gamma$ and $\lambda$, and $r(r+\gamma')=\omega_b^2$, so $K=r/\omega_b$ as before. Trajectories with this memory and its matching noise give $K=0.836$ as well. This exponential memory therefore raises the rate by 7\%, since the bath cannot fully follow the crossing. The size of the effect depends on the form of the memory. A friction spectrum that is flat up to 15 THz and zero above replaces $\gamma$ by $(2\gamma/\pi)\arctan(\omega_c/r)$, with $\omega_c=2\pi\times15$ THz, and the growth rate then gives $K=0.83$, a rise of about 5\%.

Quantum motion matters less. With $u=\hbar\omega_b/k_BT=0.245$ and friction left out, replacing the classical well population factor $1/u$ by $1/[2\sinh(u/2)]$ raises the rate by $2\sinh(u/2)/u$, and the thermally averaged transmission of the parabola gives $(u/2)/\sin(u/2)$. The product $\sinh(u/2)/\sin(u/2)\simeq1+u^2/12$ is an increase of 0.5\%. If neighbouring atoms move along and double the effective mass, at fixed potential and fixed friction force $m\gamma v$, the rate falls to 0.76 of its value.

An error of 0.1 eV in the barrier height outweighs each of these corrections. Raising the barrier by that amount, with period, mass and $\gamma$ fixed, cuts the rate to 0.44 of its value. The whole friction correction is equivalent to a barrier shift of $k_BT\ln(1/K)=0.027$ eV. Cooling to 800\,$^\circ$C with $\gamma$ fixed leaves $K$ unchanged and lowers $k$ to $2.6\times10^9$ s$^{-1}$; a temperature-dependent $\gamma$ would make $K$ vary too. Vibrational entropy of the other coordinates, changes of charge state, and friction that varies along the path lie outside this one-dimensional model, and their effect is not estimated here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
FULL OPERATOR AGAINST FORMULA (K, dimensionless)
x | formula | E=10kT | E=20kT | extrapolated
0.50 | 0.6180 | 0.6147 | 0.6164 | 0.6182
1.00 | 0.4142 | 0.4084 | 0.4115 | 0.4145
2.00 | 0.2361 | 0.2308 | 0.2336 | 0.2364
5.00 | 0.0990 | 0.0964 | 0.0978 | 0.0992
x=0.25: formula 0.7808, E=20kT 0.7802
WORKED EXAMPLE, rough model parameters
temperature: 1273.15 K
barrier: 0.70 eV
period: 0.27 nm
mass: 11.0 u
friction rate: 20.0 1/ps
kT: 0.1097 eV
barrier / kT: 6.380
well = barrier angular frequency: 40.77 rad/ps
attempt frequency: 6.489 THz
x: 0.2453
Kramers factor K: 0.7844
growth rate at barrier: 31.98 1/ps
harmonic TST rate per direction: 1.0996e+10 1/s
Kramers rate per direction: 8.6253e+09 1/s
diffusivity of mobile species: 6.288e-06 cm2/s
first-order energy loss per pass / kT: 12.52
K from trajectories: 0.7874
forward starts ending on wrong side: 0.1063
NEGLECTED EFFECTS IN THE EXAMPLE
full-well TST / harmonic TST: 0.9518
full operator, total escape / full-well TST: 0.7716
full operator, single jumps / full-well TST: 0.7610
double jumps / single jumps: 0.0138
full operator, diffusion / full-well TST: 0.8031
relative shift with larger basis: -6.9e-12
phonon cutoff, rough: 15.0 THz
friction memory time: 10.61 fs
K with memory: 0.8360
K with memory, trajectories: 0.8355
hbar*frequency / kT: 0.2446
quantum rate factor, no friction: 1.00500
rate ratio, doubled mass: 0.7586
rate ratio, barrier +0.1 eV: 0.4364
Kramers rate at 1073.15 K: 2.6264e+09 1/s
WEAK FRICTION, same barrier / kT
x: 0.020, formula K: 0.9802
first-order loss per pass / kT: 1.021
full operator, total escape / TST: 0.3736
double jumps / single jumps: 0.4258
relative shift, 90 to 120 velocity functions: -2.7e-03
\end{verbatim}
